# Burgess's Variance Theorem for Generation-Recombination Noise: a program that tests the result

```python
# Burgess generation-recombination theorem for a one-step process:
#   var N = g(N0) / (r'(N0) - g'(N0)),  relaxation time 1/(r' - g')
# N: free carriers; g, r: rates of N->N+1 and N->N-1; N0: root of g = r.
# Donor model in units of k = c/V (c capture coefficient, V volume):
#   g = n1V*(D - A - N),  r = N*(N + A)
# D donors, A acceptors, n1V = V times the mass-action density n1.
# Lengths in cm, energies in eV, temperatures in K unless named otherwise.
import numpy as np
from scipy.special import gammaln
from scipy import constants as const

q = const.e
kB_eV = const.k / const.e


def donor_rates(n, D, A, n1V):
    return n1V * (D - A - n), n * (n + A)


def burgess(D, A, n1V):
    """Steady state, generation rate, slope r'-g', variance (k = 1)."""
    b = A + n1V
    prod = n1V * (D - A)
    N0 = 2 * prod / (b + np.sqrt(b * b + 4 * prod))
    g0 = n1V * (D - A - N0)
    slope = (2 * N0 + A) - (-n1V)
    return N0, g0, slope, g0 / slope


def mean_shift(D, A, n1V):
    """Curvature shift of the mean; r''-g'' = 2 in this model."""
    _, _, slope, var = burgess(D, A, n1V)
    return -2.0 * var / (2 * slope)


def stationary(up, down):
    """Stationary distribution from zero current between neighbours."""
    logp = np.concatenate(([0.0], np.cumsum(np.log(up[:-1] / down[1:]))))
    p = np.exp(logp - logp.max())
    return p / p.sum()


def moments(n, p, ref=0.0):
    x = n - ref
    m = np.sum(x * p)
    return m, np.sum((x - m) ** 2 * p)


def generator(size, jumps):
    """Rate matrix W in dp/dt = W p; jumps = [(step, rate array), ...]."""
    W = np.zeros((size, size))
    for step, rate in jumps:
        for i in range(size):
            if 0 <= i + step < size:
                W[i + step, i] += rate[i]
                W[i, i] -= rate[i]
    return W


def null_distribution(W):
    M = W.copy()
    M[-1, :] = 1.0
    rhs = np.zeros(len(W))
    rhs[-1] = 1.0
    return np.linalg.solve(M, rhs)


# ---------- device: chosen sizes and rough material values ----------
T = 12.0
Nd, Na = 1.0e13, 1.0e12            # cm^-3
length, width, thick = 0.5, 0.1, 0.05
field = 0.5                        # V/cm
E_donor, E_triplet, E_excited = 0.014, 0.004, 0.005
m_long, m_trans, valleys = 1.6, 0.08, 4
capture = 2.0e-6                   # cm^3/s
mobility = 1.0e5                   # cm^2/Vs
eps_r = 16.0
tau_energy = 1.0e-9                # s, energy relaxation
bohr = 6.0e-7                      # cm, donor orbital radius
barrier_surface = 0.3              # V
hooge = 1.0e-3                     # 1/f noise parameter
volume = length * width * thick
eps = eps_r * const.epsilon_0 / 100   # F/cm


def band_density(temp):
    mass = (m_long * m_trans ** 2) ** (1 / 3) * const.m_e
    x = mass * const.k * temp / (2 * np.pi * const.hbar ** 2)
    return 2 * valleys * x ** 1.5 * 1e-6


def donor_weight(temp):
    return 2 + 6 * np.exp(-E_triplet / (kB_eV * temp))


def mass_action(temp, lowering=0.0):
    boltz = np.exp(-(E_donor - lowering) / (kB_eV * temp))
    return band_density(temp) / donor_weight(temp) * boltz


kT = kB_eV * T
n1 = mass_action(T)


def small(D):
    """Same densities as the device, volume shrunk to hold D donors."""
    return float(D), float(round(D * Na / Nd)), n1 * D / Nd


# ---------- moment equations on an arbitrary distribution ----------
rng = np.random.default_rng(3)
D, A, n1V = 14.0, 2.0, 5.0
n = np.arange(0, 13.0)
g, r = donor_rates(n, D, A, n1V)
p = rng.random(13)
p /= p.sum()
dp = generator(13, [(1, g), (-1, r)]) @ p
assert np.isclose(n @ dp, (g - r) @ p, rtol=1e-10)
assert np.isclose(n**2 @ dp, 2 * (n * (g - r)) @ p + (g + r) @ p,
                  rtol=1e-10)

# ---------- linear rates: the theorem is exact ----------
n = np.arange(0, 31.0)
W = generator(31, [(1, 2 * (30 - n)), (-1, 3 * n)])
var_sub = moments(n, null_distribution(W))[1]
pred_sub = 2 * (30 - 12) / (3 + 2)
assert np.isclose(var_sub, pred_sub, rtol=1e-9)
n = np.arange(0, 1500.0)
var_super = moments(n, stationary(6 + 0.7 * n, n))[1]
pred_super = 20 / (1 - 0.7)
assert np.isclose(var_super, pred_super, rtol=1e-9)

# ---------- pair generation breaks the one-step premise ----------
n = np.arange(0, 201.0)
W = generator(201, [(2, 20 + 0 * n), (-1, n)])
var_pair = moments(n, null_distribution(W))[1]
pred_single = 40.0 / 1.0
assert np.isclose(var_pair, 1.5 * pred_single, rtol=1e-8)

# ---------- two stable states: local formula fails ----------
size = 100.0
n = np.arange(0, 601.0)
y = n / size
p = stationary(size * (0.75 + 3 * y**2), size * (2.75 * y + y**3))
var_bistable = moments(n, p)[1]
y0 = 0.5
slope_low = (2.75 + 3 * y0**2) - 6 * y0
pred_low = size * (0.75 + 3 * y0**2) / slope_low
assert var_bistable > 3 * pred_low

# ---------- variance as response of the mean to scaling g ----------
D, A, n1V = small(3000)
n = np.arange(0, D - A + 1)
h = 1e-4
means = []
for s in (h, -h):
    means.append(moments(n, stationary(
        *donor_rates(n, D, A, n1V * np.exp(s))))[0])
response = (means[0] - means[1]) / (2 * h)
var_3000 = moments(n, stationary(*donor_rates(n, D, A, n1V)))[1]
assert np.isclose(response, var_3000, rtol=1e-6)

# ---------- curvature corrections and their scaling ----------
rel_error = []
for donors in (30000, 300000):
    D, A, n1V = small(donors)
    n = np.arange(0, D - A + 1)
    N0, _, _, var = burgess(D, A, n1V)
    p = stationary(*donor_rates(n, D, A, n1V))
    shift_exact, var_exact = moments(n, p, N0)
    rel_error.append(var_exact / var - 1)
shift_pred = mean_shift(D, A, n1V)
h = 1e-3
corr_pred = (mean_shift(D, A, n1V * np.exp(h))
             - mean_shift(D, A, n1V * np.exp(-h))) / (2 * h)
corr_exact = var_exact - var
assert np.isclose(shift_exact, shift_pred, rtol=1e-2)
assert np.isclose(corr_exact, corr_pred, rtol=1e-2)
assert 9 < rel_error[0] / rel_error[1] < 11

# ---------- canonical counting of states, no rates used ----------
D, A, n1V = small(400)
n = np.arange(0, D - A + 1)
bound = D - A - n
logp = (n * np.log(band_density(T) * D / Nd) - gammaln(n + 1)
        + gammaln(D + 1) - gammaln(bound + 1) - gammaln(A + n + 1)
        + bound * (np.log(donor_weight(T)) + E_donor / kT))
canonical = np.exp(logp - logp.max())
canonical /= canonical.sum()
p = stationary(*donor_rates(n, D, A, n1V))
assert np.max(np.abs(canonical - p)) < 1e-9

# ---------- spectrum from the rate matrix ----------
D, A, n1V = small(12000)
N0, _, slope, var = burgess(D, A, n1V)
half = int(10 * np.sqrt(var))
n = np.arange(round(N0) - half, round(N0) + half + 1.0)
g, r = donor_rates(n, D, A, n1V)
W = generator(len(n), [(1, g), (-1, r)])
p = null_distribution(W)
x = n - n @ p
spectrum_dev = 0.0
for wt in (0.1, 1.0, 3.0):
    resolvent = np.linalg.solve(1j * wt * slope * np.eye(len(n)) - W, x * p)
    S_matrix = 4 * (x @ resolvent).real
    S_lorentz = 4 * var / slope / (1 + wt**2)
    spectrum_dev = max(spectrum_dev, abs(S_matrix / S_lorentz - 1))
assert spectrum_dev < 5e-3

# ---------- the device ----------
D, A, n1V = Nd * volume, Na * volume, n1 * volume
N0, g0, slope, var = burgess(D, A, n1V)
k = capture / volume
tau = 1 / (k * slope)
half = int(10 * np.sqrt(var))
n = np.round(N0) + np.arange(-half, half + 1.0)
p = stationary(*donor_rates(n, D, A, n1V))
var_sum = moments(n, p, np.round(N0))[1]
assert np.isclose(var_sum, var, rtol=1e-6)
dens = N0 / volume
resistance = length / (q * dens * mobility * width * thick)
current = field * length / resistance
S_gr = 4 * var / N0**2 * tau * current**2
S_th = 4 * const.k * T / resistance


def var_change(temp, lowering=0.0):
    v = burgess(D, A, mass_action(temp, lowering) * volume)[3]
    return 100 * (v / var - 1)


charged = dens + 2 * Na
low_coul = q / (4 * np.pi * eps) * charged ** (1 / 3)
low_field = 2 * np.sqrt(q * field / (4 * np.pi * eps))
excited = 2 * valleys * np.exp(-(E_donor - E_excited) / kT)
heating = mobility * field**2 * tau_energy / kT
field_hot = np.sqrt(kT / (mobility * tau_energy))
tunnel = (4 * np.sqrt(2 * m_trans * const.m_e) * (E_donor * q) ** 1.5
          / (3 * q * const.hbar * field * 100))
overlap = 2 * Nd ** (-1 / 3) / bohr
tau_diel = eps / (q * dens * mobility)
depl = np.sqrt(2 * eps * barrier_surface / (q * (Nd - Na)))
depl_share = 1 - (1 - 2 * depl / width) * (1 - 2 * depl / thick)
f_flicker = hooge * N0 / (4 * var * tau)
assert tau_diel < 0.01 * tau and dens < 1e-3 * band_density(T)

print(f"Linear, sub-Poisson: var {var_sub:.4f}, theorem {pred_sub:.4f}")
print(f"Linear, super-Poisson: var {var_super:.4f}, "
      f"theorem {pred_super:.4f}")
print(f"Pair generation: var {var_pair:.3f}, one-step {pred_single:.3f}")
print(f"Bistable: var {var_bistable:.0f}, lower-state formula "
      f"{pred_low:.0f}")
print(f"3000 donors: var {var_3000:.5f}, response {response:.5f}")
print(f"300000 donors: mean shift {shift_exact:.5f}, "
      f"formula {shift_pred:.5f}")
print(f"300000 donors: var correction {corr_exact:.5f}, "
      f"formula {corr_pred:.5f}")
print(f"Relative var error, 30000 donors: {rel_error[0]:.3e}")
print(f"Relative var error, 300000 donors: {rel_error[1]:.3e}")
print(f"Largest spectrum deviation, 12000 donors: {spectrum_dev:.2e}")
print(f"Temperature {T:.1f} K, kT {1e3*kT:.4f} meV")
print(f"Donors {Nd:.1e}, acceptors {Na:.1e} cm^-3")
print(f"Bar {10*length:.1f} x {10*width:.1f} x {10*thick:.1f} mm, "
      f"volume {volume:.2e} cm^3")
print(f"Donor energy {1e3*E_donor:.0f} meV, triplet "
      f"{1e3*E_triplet:.0f} meV above ground")
print(f"Masses: long. {m_long}, transv. {m_trans} m_e; "
      f"valleys {valleys}")
print(f"Capture {capture:.1e} cm^3/s, mobility {mobility:.1e} cm^2/Vs")
print(f"Relative permittivity {eps_r:.0f}, field {field:.2f} V/cm")
print(f"Band density {band_density(T):.3e} cm^-3, "
      f"donor weight {donor_weight(T):.4f}")
print(f"Mass-action density n1 {n1:.4e} cm^-3")
print(f"Electron density {dens:.4e} cm^-3, N0 {N0:.4e}")
print(f"Generation rate {k*g0:.4e} 1/s")
print(f"Slopes: r' {k*(2*N0+A):.4e} 1/s, g' {-k*n1V:.4e} 1/s")
print(f"Variance: theorem {var:.6e}, summed {var_sum:.6e}")
print(f"rms number {np.sqrt(var):.4e}, var/N0 {var/N0:.4f}")
print(f"rms relative fluctuation {np.sqrt(var)/N0:.3e}")
print(f"Relaxation time {1e9*tau:.1f} ns, corner "
      f"{1e-3/(2*np.pi*tau):.1f} kHz")
print(f"Resistance {resistance/1e3:.2f} kohm, current "
      f"{1e6*current:.2f} uA")
print(f"g-r current noise, plateau {S_gr:.3e} A^2/Hz")
print(f"Thermal current noise {S_th:.3e} A^2/Hz, "
      f"ratio g-r/thermal {S_gr/S_th:.2f}")
print(f"Coulomb lowering {1e3*low_coul:.3f} meV, var change "
      f"{var_change(T, low_coul):.1f} %")
print(f"Field lowering (upper bound) {1e3*low_field:.3f} meV, var "
      f"change {var_change(T, low_field):.1f} %")
print(f"Temperature +0.1 K: var change {var_change(T+0.1):.1f} %")
print(f"Excited states ({1e3*E_excited:.0f} meV deep) / donor weight "
      f"{excited/donor_weight(T):.1e}")
print(f"Energy relaxation {1e9*tau_energy:.1f} ns, heating/kT "
      f"{heating:.3f}")
print(f"Field where heating reaches kT {field_hot:.1f} V/cm")
print(f"Tunnelling exponent {tunnel:.1e}")
print(f"Donor radius {1e7*bohr:.0f} nm, overlap exponent {overlap:.0f}")
print(f"Band filling n/Nc {dens/band_density(T):.1e}")
print(f"Dielectric relaxation {1e9*tau_diel:.3f} ns")
print(f"Surface barrier {barrier_surface:.1f} V: depletion "
      f"{1e4*depl:.1f} um, {100*depl_share:.1f} % of section")
print(f"1/f parameter {hooge:.0e}: equals g-r plateau at "
      f"{f_flicker:.0f} Hz")
print("PASS")
```

It prints:

```
Linear, sub-Poisson: var 7.2000, theorem 7.2000
Linear, super-Poisson: var 66.6667, theorem 66.6667
Pair generation: var 60.000, one-step 40.000
Bistable: var 1645, lower-state formula 300
3000 donors: var 76.73761, response 76.73761
300000 donors: mean shift -0.14981, formula -0.14981
300000 donors: var correction -0.04677, formula -0.04677
Relative var error, 30000 donors: -6.092e-05
Relative var error, 300000 donors: -6.091e-06
Largest spectrum deviation, 12000 donors: 2.45e-04
Temperature 12.0 K, kT 1.0341 meV
Donors 1.0e+13, acceptors 1.0e+12 cm^-3
Bar 5.0 x 1.0 x 0.5 mm, volume 2.50e-03 cm^3
Donor energy 14 meV, triplet 4 meV above ground
Masses: long. 1.6, transv. 0.08 m_e; valleys 4
Capture 2.0e-06 cm^3/s, mobility 1.0e+05 cm^2/Vs
Relative permittivity 16, field 0.50 V/cm
Band density 8.126e+16 cm^-3, donor weight 2.1254
Mass-action density n1 5.0431e+10 cm^-3
Electron density 3.2903e+11 cm^-3, N0 8.2256e+08
Generation rate 2.1864e+15 1/s
Slopes: r' 3.3161e+06 1/s, g' -1.0086e+05 1/s
Variance: theorem 6.398706e+08, summed 6.398706e+08
rms number 2.5296e+04, var/N0 0.7779
rms relative fluctuation 3.075e-05
Relaxation time 292.7 ns, corner 543.8 kHz
Resistance 18.97 kohm, current 13.18 uA
g-r current noise, plateau 1.923e-25 A^2/Hz
Thermal current noise 3.494e-26 A^2/Hz, ratio g-r/thermal 5.50
Coulomb lowering 0.119 meV, var change 7.6 %
Field lowering (upper bound) 0.134 meV, var change 8.6 %
Temperature +0.1 K: var change 8.1 %
Excited states (5 meV deep) / donor weight 6.2e-04
Energy relaxation 1.0 ns, heating/kT 0.024
Field where heating reaches kT 3.2 V/cm
Tunnelling exponent 6.4e+04
Donor radius 6 nm, overlap exponent 155
Band filling n/Nc 4.0e-06
Dielectric relaxation 0.269 ns
Surface barrier 0.3 V: depletion 7.7 um, 4.6 % of section
1/f parameter 1e-03: equals g-r plateau at 1098 Hz
PASS
```
